\section*{Wrinkling thresholds of a stiff film on a soft layer of any thickness}

\section{A threshold that springs cannot explain}

A stiff film 500 Å thick is bonded to a soft, nearly incompressible layer on a rigid base. In linear elasticity, with the moduli given below, the film wrinkles when its compressive force per width reaches 0.237 eV/Å$^2$ if the layer is $10^5$ Å thick, but 3.25 eV/Å$^2$ if the layer is 2000 Å thick. Thinning the layer stiffens it, so the direction of the change is plain. The size is not: treating the thin layer as a bed of vertical springs gives 15.4 eV/Å$^2$, almost five times too much. The springs make a calculation that can be done by hand, and their failure shows what the general calculation must contain.

The film has thickness $h=500$ Å, Young modulus $E_f=2.5$ eV/Å$^3$ and Poisson ratio $\nu_f=0.28$. Its plane-strain bending stiffness is
\begin{equation}
D=\frac{E_fh^3}{12(1-\nu_f^2)}=2.826\times10^7\ \text{eV}.
\end{equation}
The layer has thickness $H$, Young modulus $E=1.25\times10^{-5}$ eV/Å$^3$ and $\nu=0.4995$, so its shear modulus is $G=E/[2(1+\nu)]=4.168\times10^{-6}$ eV/Å$^3$. The layer carries no initial stress: the film force is residual stress in the film, not compression of the whole stack. The algebra is classical and contains no $\hbar$, so it reads the same in atomic units.

\section{The hand calculation: a bed of springs}

Let the film deflect by $w=w_0\cos kx$, and let $K$ be the normal traction needed per unit deflection of the layer surface. Averaged over $x$, bending costs $\tfrac12D\langle w''^2\rangle=\tfrac14Dk^4w_0^2$ per area and the layer stores $\tfrac12K\langle w^2\rangle=\tfrac14Kw_0^2$. The deflection shortens the film's projected length by $\tfrac12\langle w'^2\rangle$ per length, so the compressive force $N$ releases $\tfrac14Nk^2w_0^2$. The energy change is
\begin{equation}
\Delta\mathcal E=\tfrac14w_0^2\left(Dk^4-Nk^2+K\right).
\end{equation}
The flat film is unstable to this wave when the bracket is negative, that is, when $N$ exceeds
\begin{equation}
N(k)=Dk^2+\frac{K(k)}{k^2}.
\label{eq:N}
\end{equation}
The threshold $N_c$ is the minimum of $N(k)$ over $k$. Bending penalises short waves and the layer penalises long ones. If the film force is equal in all in-plane directions, the same condition holds for every wave direction, and linear theory does not choose the pattern.

Now suppose that the layer only stretches vertically, by the uniform strain $w/H$. With no lateral strain the stress is $Mw/H$, where
\begin{equation}
M=\lambda+2G=\frac{2G(1-\nu)}{1-2\nu},\qquad \lambda=\frac{2G\nu}{1-2\nu}.
\end{equation}
Then $K=M/H$. Differentiating \eqref{eq:N} with respect to $k^2$ gives $D-M/(Hk^4)=0$, so both terms of $N$ are equal at the minimum and
\begin{equation}
k^4=\frac{M}{DH},\qquad N_c=2\sqrt{\frac{DM}{H}}.
\label{eq:spring}
\end{equation}
For $M=4.172\times10^{-3}$ eV/Å$^3$ and $H=2000$ Å, $DM/H=58.9$ eV$^2$/Å$^4$ and $N_c=15.4$ eV/Å$^2$. The same numbers give $kH\approx1.04$. The wavelength is then about six layer thicknesses. Over this distance a nearly incompressible material moves sideways from trough to crest more easily than it changes its volume, as \eqref{eq:sum} will show. The springs forbid this motion. A correct $K$ needs both displacement components.

\section{Four coefficients for the layer}

Let the layer occupy $0\le z\le H$, with displacements $u=U(s)\sin kx$ and $w=W(s)\cos kx$, where $s=kz$ and primes on $U,W$ mean $d/ds$. The divergence is $k(U+W')\cos kx$. Equilibrium, $G\nabla^2\mathbf u+(\lambda+G)\nabla(\nabla\!\cdot\mathbf u)=0$, becomes, with $m=(\lambda+G)/G=1/(1-2\nu)$,
\begin{align}
U''-U-m(U+W')&=0,\label{eq:x}\\
W''-W+m(U'+W'')&=0.\label{eq:z}
\end{align}
Try $W=(a+bs)e^s$ and $U=(f+gs)e^s$. In \eqref{eq:x}, $U''-U=2ge^s$, while $U+W'=[f+a+b+(g+b)s]e^s$. The terms in $s$ require $g=-b$. The rest give $-2b=m(f+a+b)$, so $f=-a-b(1+2/m)=-a-\kappa b$ with $\kappa=3-4\nu$. Equation \eqref{eq:z} then holds too: $W''-W=2be^s$ and $m(U+W')'=-2be^s$.

The equations are unchanged under $s\to-s$, $U\to-U$, which supplies the decaying solutions. Renaming their coefficients $c,d$,
\begin{align}
W&=(a+bs)e^s+(c+ds)e^{-s},\\
U&=-(a+\kappa b+bs)e^s+(c-\kappa d+ds)e^{-s}.
\end{align}
For the tractions, note that $U+W'=(1-\kappa)(be^s+de^{-s})=-2(1-2\nu)(be^s+de^{-s})$. The factor $1-2\nu$ cancels the one in $\lambda$, so
\begin{align}
\frac{\sigma_{zz}}{Gk\cos kx}&\equiv T=2W'-4\nu(be^s+de^{-s}),\label{eq:T}\\
\frac{\sigma_{xz}}{Gk\sin kx}&=U'-W,
\end{align}
and nothing diverges at $\nu=1/2$.

Two conditions hold at the rigid base, $U=W=0$. At the top, $W=1$. The fourth condition describes the contact. A bonded film that is much stiffer in stretching than the layer holds $U=0$; a frictionless film gives $U'=W$. The bonded condition ignores film stretching and the half-thickness between the film's midplane and the interface; their effect is sized below.

\section{Elimination by hand}

At the base, $W=0$ gives $c=-a$, and $U=0$ then gives $-2a=\kappa(b+d)$. Put $P=b+d$, $Q=b-d$, $S=\sinh s$, $C=\cosh s$. Since $be^s+de^{-s}=PC+QS$ and $be^s-de^{-s}=PS+QC$,
\begin{align}
W&=P(sC-\kappa S)+QsS,\\
U&=-PsS-Q(\kappa S+sC).
\end{align}
Differentiating $W$ and using $4\nu=3-\kappa$ in \eqref{eq:T},
\begin{equation}
T=P[2sS-(\kappa+1)C]+Q[(\kappa-1)S+2sC].
\end{equation}
From here $s=kH$. For the bonded film, $U=0$ gives $P=-Q(\kappa S+sC)/(sS)$. Substitution, with $C^2-S^2=1$, gives
\begin{align}
\frac{sS}{Q}W&=\kappa^2S^2-s^2C^2+s^2S^2=\kappa^2S^2-s^2,\\
\frac{sS}{Q}T&=(\kappa S+sC)[(\kappa+1)C-2sS]\nonumber\\
&\quad+sS[(\kappa-1)S+2sC]\nonumber\\
&=(\kappa+1)(\kappa SC+s).
\end{align}
In the last step the terms $\mp2s^2SC$ cancel and the terms in $sS^2$ add to $-(\kappa+1)sS^2$. Since $K=GkT/W$,
\begin{equation}
K=(\kappa+1)Gk\,\frac{\kappa SC+s}{\kappa^2S^2-s^2}.
\label{eq:K}
\end{equation}

For the frictionless film, $U'=W$ reads $PB=-QA$ with $A=(\kappa+1)C+2sS$ and $B=2sC-(\kappa-1)S$. Then
\begin{align}
\frac BQW&=-A(sC-\kappa S)+sSB=(\kappa+1)(\kappa SC-s),\\
\frac BQT&=A[(\kappa+1)C-2sS]+B[(\kappa-1)S+2sC]\nonumber\\
&=(\kappa+1)^2C^2-(\kappa-1)^2S^2+4s^2,
\end{align}
and $K$ is $Gk$ times the second line divided by the first.

\section{The limits}

\subsection{Thick layer}
For $s\to\infty$, $S/C\to1$ and \eqref{eq:K} becomes $K=K_1k$ with $K_1=(\kappa+1)G/\kappa=4(1-\nu)G/(3-4\nu)$. Minimising $Dk^2+K_1/k$ gives
\begin{equation}
k_\infty^3=\frac{K_1}{2D},\qquad N_\infty=Dk_\infty^2+2Dk_\infty^2=3Dk_\infty^2.
\end{equation}
Here $K_1\approx2G$, so $k_\infty\approx(G/D)^{1/3}=5.28\times10^{-5}$ Å$^{-1}$. The wavelength is $1.19\times10^5$ Å (11.9 $\mu$m) and $N_\infty=0.2365$ eV/Å$^2$ (3.79 N/m).

\subsection{Thin compressible layer}
Use $SC=s+\tfrac23s^3+\dots$ and $S^2=s^2+\tfrac13s^4+\dots$. For fixed $\kappa>1$,
\begin{equation}
K=\frac{M}{H}\left[1+\frac{\kappa(\kappa-2)}{3(\kappa^2-1)}s^2+\dots\right],
\label{eq:comp}
\end{equation}
because $(\kappa+1)/(\kappa-1)=M/G$. The bracket's coefficient is $2\kappa/[3(\kappa+1)]-\kappa^2/[3(\kappa^2-1)]$. The springs are therefore a true limit, but the coefficient diverges as $\kappa\to1$.

\subsection{Thin incompressible layer}
At $\kappa=1$ the terms in $s^2$ cancel in the denominator of \eqref{eq:K}, and the next order is needed: $S^2-s^2=\tfrac13s^4(1+\tfrac2{15}s^2+\dots)$, while $SC+s=2s(1+\tfrac13s^2+\dots)$. Hence
\begin{equation}
K=\frac{12G}{k^2H^3}\left(1+\frac{s^2}{5}+\dots\right).
\end{equation}
Squeezed material must shear sideways between two fixed faces, and this is harder for long waves. With the leading term, $N=Dk^2+12G/(k^4H^3)$. Setting $2Dk=48G/(k^5H^3)$ gives
\begin{equation}
k^6=\frac{24G}{DH^3},\qquad N_c=\tfrac32Dk^2\propto\frac1H.
\label{eq:inc}
\end{equation}

\subsection{Which thin limit applies}
For $\kappa$ near 1 and small $s$, keep both leading terms of the denominator, $2(\kappa-1)s^2+\tfrac13s^4$, over the numerator $4s$. With $(\kappa-1)/2=1-2\nu\approx G/M$,
\begin{equation}
\frac1K\approx\frac HM+\frac{k^2H^3}{12G}.
\label{eq:sum}
\end{equation}
Volume change and sideways shear are two compliances in series, and the softer one dominates. The springs need $(kH)^2\ll12G/M$, which is 0.012 here. The solved wave at $H=2000$ Å has $kH=0.549$ and $(kH)^2=0.30$, so sideways shear dominates. That is why the springs overestimate the threshold 4.7-fold.

The incompressible formula \eqref{eq:inc} gives 3.230 eV/Å$^2$ at this thickness, against the solved 3.255. The small difference can be traced. At a minimum $dN/dk=0$, so a small change $\delta K$ shifts $N_c$ by $\delta K/k^2$ at the old $k$, and $K/k^2$ is one third of $N_c$ in this limit. The finite-$s$ correction adds $s^2/15=2.0\,\%$. The volume compliance in \eqref{eq:sum} is $0.012/0.30=4\,\%$ of the shear compliance and removes about 1.3 \%. The sum, $+0.7\,\%$, agrees with the ratio of the two values, $+0.8\,\%$.

\section{The general algorithm}

In a thick layer $e^s$ overflows. The remedy is to measure each exponential from the face where it is largest: replace $s$ by $k(z-H)$ in the growing solutions and keep $kz$ in the decaying ones. This redefines $a$ and $b$ but spans the same solutions. With $s=kH$ and $\epsilon=e^{-s}$, the conditions $W(0)=0$, $U(0)=0$, $W(H)=1$, $U(H)=0$ are
\begin{equation}
\begin{pmatrix}
\epsilon&-s\epsilon&1&0\\
-\epsilon&(s-\kappa)\epsilon&1&-\kappa\\
1&0&\epsilon&s\epsilon\\
-1&-\kappa&\epsilon&(s-\kappa)\epsilon
\end{pmatrix}
\begin{pmatrix}a\\b\\c\\d\end{pmatrix}=
\begin{pmatrix}0\\0\\1\\0\end{pmatrix},
\end{equation}
and \eqref{eq:T} at the top gives
\begin{align}
K=Gk\,[&2a+(2-4\nu)b-2\epsilon c\nonumber\\
&+(2-4\nu-2s)\epsilon d\,].
\end{align}
For a frictionless film the last row becomes $(-2,\,-\kappa-1,\,-2\epsilon,\,(\kappa+1-2s)\epsilon)$.

\begin{enumerate}
\item Choose $H$ and a logarithmic grid in $k$; here 100 points from $0.5k_\infty$ to $100k_\infty$.
\item At each $k$ solve the four equations, form $K$, then $N(k)$.
\item Require one interior minimum on the grid. If there is none, widen the range; if there are several, refine each and take the lowest.
\item Refine the minimum by a bounded one-dimensional search in $\ln k$.
\end{enumerate}

The results, with forces in eV/Å$^2$, are:
\begin{center}
\begin{tabular}{rrrrr}
$H$ (Å) & $2\pi/k$ (Å) & $kH$ & bonded & frictionless\\
2000 & 22\,900 & 0.55 & 3.255 & 2.249\\
5000 & 35\,700 & 0.88 & 1.357 & 1.028\\
10\,000 & 49\,800 & 1.26 & 0.723 & 0.609\\
30\,000 & 82\,000 & 2.30 & 0.321 & 0.313\\
100\,000 & 117\,700 & 5.34 & 0.237 & 0.237
\end{tabular}
\end{center}
The wavelength and $kH$ belong to the bonded film.

The fall of $N_c$ with $H$ is general in this model. Any displacement field of a thin layer, continued by zero below its base, is allowed in a thicker one. The thicker layer can therefore store no more energy for the same surface deflection, and $K$ cannot rise at any $k$.

The frictionless film wrinkles more easily because one constraint is gone. In the thin incompressible limit its stiffness is $3G/(k^2H^3)$, four times smaller, and by \eqref{eq:inc} its threshold is smaller by $4^{1/3}=1.59$. At 2000 Å the solved ratio is 1.45. For a thick layer the frictionless $K/(Gk)$ tends to $4/(\kappa+1)=1/(1-\nu)$. This equals the bonded value at $\nu=1/2$, so the last two columns merge.

\section{When is a layer thick?}

Since $K/(Gk)$ depends only on $kH$ and $\nu$, dividing \eqref{eq:N} by $Dk_\infty^2$ shows that $N_c/N_\infty$ depends only on $k_\infty H$ and $\nu$. For $\nu=0.4995$, root finding on the computed threshold gives a 1 \% excess over $N_\infty$ at $H=8.1\times10^4$ Å, or 0.68 half-space wavelengths.

The reason is an exponential approach. At $\kappa=1$ and large $s$, $SC\approx e^{2s}/4$ and $S^2\approx e^{2s}/4-\tfrac12$, so
\begin{equation}
\frac{K}{K_1k}-1\approx4\left(s^2+s+\tfrac12\right)e^{-2s}.
\end{equation}
At $s=k_\infty H=4.30$ this is 1.7 \%. Two thirds of $N_\infty$ comes from the layer, which gives about 1.1 \% at fixed $k$; letting $k$ readjust can only lower it.

\section{Keeping a stressed film flat}

Let the film carry a compressive stress of 0.003 eV/Å$^3$ (0.48 GPa). Its force is $0.003\times500=1.5$ eV/Å$^2$ (24 N/m). Solving $N_c(H)=1.5$ eV/Å$^2$ by root finding gives $H\approx4500$ Å (450 nm). In this model the bonded film is stable on thinner layers and wrinkles on thicker ones. At the limiting thickness the wavelength is $3.4\times10^4$ Å (3.4 $\mu$m). For equal biaxial stress the film strain is $\sigma(1-\nu_f)/E_f\approx9\times10^{-4}$, small enough for linear elasticity of the film.

The parameters are rough values for sputtered tungsten (about 400 GPa) on a silicone-like elastomer (2.0 MPa) on a wafer. Tungsten in its ordinary body-centred cubic phase suits an isotropic plate because its crystals are nearly elastically isotropic. A sputtered film can also contain another phase or pores, so its modulus should be measured rather than taken from the bulk metal. On an elastomer tens of micrometres thick the half-space result applies, and the model puts the threshold stress at only $3.79\ \text{N/m}/50\ \text{nm}=0.076$ GPa. A uniform elastomer of known modulus is a weak assumption, since deposition can alter its surface and its response depends on time. At $H=4500$ Å, doubling $E$ raises $N_c$ by 28 \%, close to the thin-limit factor $2^{1/3}=1.26$ that follows from \eqref{eq:inc} and well below the half-space factor $2^{2/3}=1.59$.

Other neglected effects, at the same thickness unless stated, are these.
\begin{itemize}
\item Compressibility: taking $\nu=0.49$ at fixed $E$ lowers $N_c$ by 10 \%. What matters in a thin layer is the small difference $1-2\nu$, which this change raises from 0.001 to 0.02.
\item Surface stress: $N$ is the total film force. A tensile surface stress, taken roughly as 0.1 eV/Å$^2$ for the free metal face, must be subtracted from bulk stress times thickness. It is 7 \% of $N_c$ here, but 42 \% of the half-space threshold. The value is only a placeholder, and a clean tungsten face may carry two or three times as much; 0.2 eV/Å$^2$ would be 13 \% and 85 \%. A film force obtained from wafer curvature already contains this term.
\item Plate theory: the film was also treated as a two-dimensional elastic solid under initial stress, with polynomial displacements through both thicknesses and the critical stress found as an eigenvalue. This includes film stretching, transverse shear and the midplane offset together. With the film moduli referred to Green strain it lowers $N_c$ by 1.3 \%, mostly through the midplane offset; referring them to Biot or logarithmic strain gives about 1.2 \%, because the choice matters at the order of the film prestrain. At $H=10^5$ Å the shift is below 0.01 \% in size for all three choices, and its sign depends on the choice.
\item Base compliance: for a base with modulus 1 eV/Å$^3$ and Poisson ratio 0.25, the layer's $K$ is about $2\times10^{-4}$ of the half-space stiffness of the base.
\end{itemize}

The threshold concerns infinitesimal waves. It does not give the amplitude above $N_c$, nor the wavelength that grows fastest when the force is far above it. It also presumes adhesion: a film that can lift off has a way to buckle that is absent from \eqref{eq:N}. Finally, it presumes a uniform force, and so a wide film. At a free edge the film expands by shearing the soft layer, and the force normal to the edge recovers only over the length $L=\sqrt{E_fhH/[(1-\nu_f^2)G]}$. This is about 120 $\mu$m at $H=4500$ Å and about 1 mm at $H=30$ $\mu$m. A strip 300 $\mu$m wide on the 4500 Å layer keeps only about half of its transverse force at the centre, so the thresholds above apply to films many times wider than $L$.
